**Chern numbers of lattice bands and Landau levels**

The program tests that the bands of a square lattice at flux $1/q$, $q$ odd, have Chern number $C=1$ except the central one, which has $C=-(q-1)$, while continuum Landau levels each have $C=1$. Here $a$ and $b$ are the hoppings along $x$ and $y$, $t$ is their common value, $d$ is the diagonal hopping, $K$ is the Bloch phase across the magnetic cell and $k_y$ is the momentum along $y$. Chern numbers are computed from eigenvectors on a momentum grid and asserted for odd $q$ from 3 to 11, for $q=4$ and 6, and for Landau levels $n=0$ to 3 built in real space. Further assertions cover the momentum dependence of the determinant, the product formula that keeps the gaps open (for $q=3$ to 9), the Wannier-centre shifts for $q=5$, and the weak-field series. The output shows a zero sum for each odd-$q$ lattice, but a total of one for a lowest Landau level split into three subbands. At $q=3$ the upper gap closes at $d/t=0.2679$, and the Chern numbers are $1,-2,1$ at $d/t=0.1$ and $1,1,-2$ at $d/t=0.5$.

## Check in Python

```python
"""
Result under test: Chern numbers sum to zero for a lattice with finitely many
localized orbitals per magnetic cell, but not for continuum Landau levels (+1 each).
Square lattice, nearest-neighbour hopping, flux 1/q with q odd: every band has
C = +1 except the central band, which has C = -(q-1).
Symbols: a, b  hopping along x and y;  d  diagonal hopping;  t = a = b
         K     Bloch phase across the q-site magnetic cell;  ky  momentum along y
         C = (1/2 pi) integral (d_K A_y - d_y A_K),  A = i <u|du>
         B     field, 2 pi/q in lattice units (continuum part: B = 1)
"""
import math
import numpy as np
from scipy.special import eval_hermite

PI = np.pi


def hofstadter(q, K, ky, a=1.0, b=1.0, d=0.0):
    K, ky = np.broadcast_arrays(np.asarray(K, float), np.asarray(ky, float))
    upper = np.zeros(K.shape + (q, q), complex)
    for x in range(q):
        bond = -a - 2 * d * np.cos(ky + 2 * PI * (x + 0.5) / q)
        if x < q - 1:
            upper[..., x, x + 1] = bond
        else:
            upper[..., x, 0] = bond * np.exp(1j * K)
    H = upper + np.conj(np.swapaxes(upper, -1, -2))
    for x in range(q):
        H[..., x, x] = -2 * b * np.cos(ky + 2 * PI * x / q)
    return H


def chern(frames):
    """Lattice Berry flux; frames[i, j, component, band], end points included."""
    def link(p, r):
        return np.linalg.det(np.einsum('ijxa,ijxb->ijab', p.conj(), r))
    f00, f10 = frames[:-1, :-1], frames[1:, :-1]
    f11, f01 = frames[1:, 1:], frames[:-1, 1:]
    loop = link(f00, f10) * link(f10, f11) * link(f11, f01) * link(f01, f00)
    value = -np.angle(loop).sum() / (2 * PI)
    assert abs(value - round(value)) < 1e-6
    return int(round(value))


def solve_grid(q, d=0.0):
    K = np.linspace(0, 2 * PI, 33)[:, None]
    ky = np.linspace(0, 2 * PI, 16 * q + 1)[None, :]
    return np.linalg.eigh(hofstadter(q, K, ky, d=d))


def band_cherns(vectors):
    return [chern(vectors[..., r:r + 1]) for r in range(vectors.shape[-1])]


print("Lattice, a = b = t, flux 1/q; Chern numbers from lowest band up")
for q in (3, 5, 7, 9, 11):
    energy, vectors = solve_grid(q)
    numbers = band_cherns(vectors)
    expected = [1] * q
    expected[q // 2] = -(q - 1)
    assert numbers == expected and sum(numbers) == 0
    # band edges are predicted to lie at the two extreme momenta
    at_zero = np.linalg.eigvalsh(hofstadter(q, 0, 0))
    at_pi = np.linalg.eigvalsh(hofstadter(q, PI, PI))
    low, high = np.minimum(at_zero, at_pi), np.maximum(at_zero, at_pi)
    assert np.allclose(energy.min(axis=(0, 1)), low, atol=1e-9)
    assert np.allclose(energy.max(axis=(0, 1)), high, atol=1e-9)
    gaps = low[1:] - high[:-1]
    assert gaps.min() > 1e-3
    print(f"q={q}: C={numbers}, sum={sum(numbers)}, "
          f"gap next to centre={gaps[q // 2]:.4f} t")
    if q == 5:
        edges5, gaps5 = list(zip(low, high)), gaps

print("Band edges for q=5 (t)")
for r, (lo, hi) in enumerate(edges5, 1):
    print(f"  band {r}: {lo:.4f} to {hi:.4f}")
print("Gaps for q=5 (t):", " ".join(f"{g:.4f}" for g in gaps5))

for q in (4, 6):
    energy, vectors = solve_grid(q)
    touching = np.linalg.eigvalsh(hofstadter(
        q, np.linspace(0, 2 * PI, 33)[:, None],
        np.linspace(0, 2 * PI, 16 * q + 1)[None, :]))
    pair_gap = (touching[..., q // 2] - touching[..., q // 2 - 1]).min()
    pair = chern(vectors[..., q // 2 - 1:q // 2 + 1])
    others = [chern(vectors[..., r:r + 1]) for r in range(q)
              if r not in (q // 2 - 1, q // 2)]
    assert pair_gap < 1e-6 and pair == -(q - 2) and others == [1] * (q - 2)
    print(f"Even q={q}: central pair touches, joint C={pair}, others={others}")

# Momentum dependence of the characteristic determinant
rng = np.random.default_rng(4)
q, a, b, trial_energy = 7, 0.9, 1.1, 0.37
K, ky = rng.uniform(0, 2 * PI, (2, 30))
determinant = np.linalg.det(trial_energy * np.eye(q) - hofstadter(q, K, ky, a, b))
remainder = determinant - 2 * a**q * np.cos(K) - 2 * b**q * np.cos(q * ky)
assert np.ptp(determinant.real) > 0.1
assert np.max(np.abs(remainder - remainder[0])) < 1e-9


def parity_levels(q, a, b):
    m = (q - 1) // 2
    even, odd = np.zeros((q, m + 1)), np.zeros((q, m))
    even[0, 0] = 1
    for x in range(1, m + 1):
        even[x, x] = even[q - x, x] = 1 / math.sqrt(2)
        odd[x, x - 1], odd[q - x, x - 1] = 1 / math.sqrt(2), -1 / math.sqrt(2)
    H = hofstadter(q, 0, 0, a, b).real
    assert np.allclose(even.T @ H @ odd, 0, atol=1e-12)
    return np.linalg.eigvalsh(even.T @ H @ even), np.linalg.eigvalsh(odd.T @ H @ odd)


print("Resultant of even and odd levels divided by (ab)^(m(m+1)/2), m=(q-1)/2")
for q in (3, 5, 7, 9):
    m = (q - 1) // 2
    constants = []
    for a, b in ((1, 1), (0.4, 1), (0.7, 1.3), (1.5, 0.6)):
        e, o = parity_levels(q, a, b)
        constants.append(np.prod(e[:, None] - o[None, :]) / (a * b)**(m * (m + 1) / 2))
    constants = np.array(constants)
    assert abs(constants[0]) > 1e-3
    assert np.allclose(constants / constants[0], 1, rtol=1e-6)
    print(f"  q={q}: constant={constants[0]:.6g}")

# Order in a at which the sites +j and -j split, q = 7, b = 1
q = 7
splittings = []
for a in (0.01, 0.02):
    levels = np.linalg.eigvalsh(hofstadter(q, 0, 0, a, 1.0))
    splittings.append([levels[2 * j] - levels[2 * j - 1] for j in (1, 2, 3)])
orders = np.log2(np.array(splittings[1]) / np.array(splittings[0]))
assert np.allclose(orders, [min(2 * j, q - 2 * j) for j in (1, 2, 3)], atol=0.1)
print("Splitting orders, q=7, j=1,2,3:", " ".join(f"{s:.3f}" for s in orders))


def wannier_centres(q, a, b, steps=400, nk=16):
    """Centre of each band in sites, followed while ky grows by 2 pi/q."""
    ky = 0.3 + np.linspace(0, 2 * PI / q, steps + 1)
    k = 2 * PI / q * np.arange(nk) / nk
    _, v = np.linalg.eigh(hofstadter(q, q * k[None, :], ky[:, None], a, b))
    x = np.arange(q)
    u = np.exp(-1j * k[None, :, None, None] * x[None, None, :, None]) * v
    closing = np.exp(-2j * PI * x / q)[None, None, :, None] * u[:, :1]
    u = np.concatenate([u, closing], axis=1)
    overlap = np.einsum('skxr,skxr->skr', u[:, :-1].conj(), u[:, 1:])
    phase = -np.angle(np.prod(overlap, axis=1))
    return q / (2 * PI) * np.unwrap(phase, axis=0)


centres = wannier_centres(5, 0.3, 1.0)
assert np.max(np.abs(np.diff(centres, axis=0))) < 0.25
shifts = centres[-1] - centres[0]
assert np.allclose(shifts, [-1, -1, 4, -1, -1], atol=1e-6)
print("Wannier centres (sites), q=5, a/b=0.3, ky from 0.3 to 0.3+2pi/5")
for r in range(5):
    print(f"  band {r + 1}: start {centres[0, r]:.3f}, halfway "
          f"{centres[200, r]:.3f}, end {centres[-1, r]:.3f}, shift {shifts[r]:.3f}")


def landau_frames(n, flux, nk):
    """Periodic parts of level-n magnetic Bloch states on a real-space grid, B = 1."""
    side = math.sqrt(2 * PI * flux)
    G = 2 * PI / side
    points = 24
    x = (np.arange(points) * side / points)[:, None]
    y = (np.arange(points) * side / points)[None, :]
    norm = 1 / math.sqrt(2.0**n * math.factorial(n) * math.sqrt(PI))
    weight = math.sqrt((side / points)**2 / side)
    frames = np.zeros((nk + 1, nk + 1, points**2, flux), complex)
    for i, kx in enumerate(np.linspace(0, G, nk + 1)):
        for j, ky in enumerate(np.linspace(0, G, nk + 1)):
            for m in range(flux):
                u = np.zeros((points, points), complex)
                for cell in range(-6, 7):
                    g = (flux * cell + m) * G
                    s = x + ky + g
                    orbital = norm * eval_hermite(n, s) * np.exp(-s**2 / 2)
                    u += np.exp(-1j * kx * (x + side * cell)) * orbital * np.exp(1j * g * y)
                frames[i, j, :, m] = weight * u.ravel()
    potential = (np.cos(G * x) + np.cos(G * y)).ravel()
    return frames, potential


landau = []
for n in range(4):
    frames, _ = landau_frames(n, 1, 10)
    assert np.allclose(np.sum(np.abs(frames)**2, axis=2), 1, atol=1e-8)
    landau.append(chern(frames))
assert landau == [1, 1, 1, 1]
print("Continuum Landau levels n=0..3: C =", landau)

frames, potential = landau_frames(0, 3, 14)
gram = np.einsum('ijxa,ijxb->ijab', frames.conj(), frames)
assert np.allclose(gram, np.eye(3), atol=1e-8)
projected = np.einsum('ijxa,x,ijxb->ijab', frames.conj(), potential, frames)
sub_energy, mixing = np.linalg.eigh(projected)
assert np.diff(sub_energy, axis=-1).min() > 1e-3
subbands = np.einsum('ijxa,ijab->ijxb', frames, mixing)
split = band_cherns(subbands)
assert sum(split) == 1 and chern(frames) == 1
print(f"Lowest level split at 3 flux quanta per cell: C={split}, sum={sum(split)}")

# Low lattice bands against the weak-field expansion
residual = {}
for q in (41, 81):
    B = 2 * PI / q
    lowest = np.linalg.eigvalsh(hofstadter(q, 0, 0))[:3]
    n = np.arange(3)
    series = -4 + (2 * n + 1) * B - B**2 / 8 * (2 * n**2 + 2 * n + 1)
    residual[q] = np.abs(lowest - series)
    if q == 41:
        print("q=41 lowest levels (t):", " ".join(f"{e:.5f}" for e in lowest))
        print("q=41 weak-field series (t):", " ".join(f"{e:.5f}" for e in series))
assert np.all(residual[41] / residual[81] > 6)
for q in (5, 41):
    print(f"q={q}: centre above band bottom = {4 / (4 * PI / q):.3f} cyclotron energies")

# Diagonal hopping redistributes the Chern numbers at q = 3
critical = 2 - math.sqrt(3)
levels = np.linalg.eigvalsh(hofstadter(3, 0, 0, d=critical))
assert abs(levels[2] - levels[1]) < 1e-9
print(f"q=3 upper gap closes at d/t={critical:.4f}")
results = []
for d in (0.1, 0.5):
    energy, vectors = solve_grid(3, d)
    direct_gap = np.diff(energy, axis=-1).min()
    assert direct_gap > 0.02
    numbers = band_cherns(vectors)
    assert sum(numbers) == 0
    results.append(numbers)
    print(f"q=3, d/t={d}: C={numbers}, sum={sum(numbers)}, "
          f"least direct gap={direct_gap:.4f} t")
assert results[0] == [1, -2, 1] and results[1] == [1, 1, -2]

print("finished without a failed check")
```

Printed output:

```
Lattice, a = b = t, flux 1/q; Chern numbers from lowest band up
q=3: C=[1, -2, 1], sum=0, gap next to centre=1.2679 t
q=5: C=[1, 1, -4, 1, 1], sum=0, gap next to centre=0.5201 t
q=7: C=[1, 1, 1, -6, 1, 1, 1], sum=0, gap next to centre=0.3015 t
q=9: C=[1, 1, 1, 1, -8, 1, 1, 1, 1], sum=0, gap next to centre=0.2039 t
q=11: C=[1, 1, 1, 1, 1, -10, 1, 1, 1, 1, 1], sum=0, gap next to centre=0.1503 t
Band edges for q=5 (t)
  band 1: -2.9664 to -2.9021
  band 2: -1.3484 to -0.9021
  band 3: -0.3820 to 0.3820
  band 4: 0.9021 to 1.3484
  band 5: 2.9021 to 2.9664
Gaps for q=5 (t): 1.5537 0.5201 0.5201 1.5537
Even q=4: central pair touches, joint C=-2, others=[1, 1]
Even q=6: central pair touches, joint C=-4, others=[1, 1, 1, 1]
Resultant of even and odd levels divided by (ab)^(m(m+1)/2), m=(q-1)/2
  q=3: constant=6
  q=5: constant=72.3607
  q=7: constant=1979.18
  q=9: constant=125051
Splitting orders, q=7, j=1,2,3: 1.999 2.996 1.000
Wannier centres (sites), q=5, a/b=0.3, ky from 0.3 to 0.3+2pi/5
  band 1: start -0.084, halfway -0.901, end -1.084, shift -1.000
  band 2: start -0.903, halfway -0.110, end -1.903, shift -1.000
  band 3: start 0.998, halfway 2.998, end 4.998, shift 4.000
  band 4: start -2.110, halfway -3.903, end -3.110, shift -1.000
  band 5: start 2.099, halfway 1.916, end 1.099, shift -1.000
Continuum Landau levels n=0..3: C = [1, 1, 1, 1]
Lowest level split at 3 flux quanta per cell: C=[0, 1, 0], sum=1
q=41 lowest levels (t): -3.84967 -3.55477 -3.27129
q=41 weak-field series (t): -3.84969 -3.55493 -3.27192
q=5: centre above band bottom = 1.592 cyclotron energies
q=41: centre above band bottom = 13.051 cyclotron energies
q=3 upper gap closes at d/t=0.2679
q=3, d/t=0.1: C=[1, -2, 1], sum=0, least direct gap=0.7947 t
q=3, d/t=0.5: C=[1, 1, -2], sum=0, least direct gap=1.0981 t
finished without a failed check
```
